# Valence-band edges under biaxial (001) strain with split-off coupling

Suppose the split-off band is left out when the valence-band edges of a strained (001) layer are calculated. The heavy-hole and light-hole edges then move apart symmetrically, and compression and tension of equal size give splittings of equal size. For a model crystal with a spin-orbit splitting of 300 meV, treated in full below, this predicts 72 meV at 1 % strain of either sign. With the split-off band included, the splitting is 62.5 meV under compression and 79.5 meV under tension. At 2 % compression the simple estimate is 144 meV, against 105 meV with the coupling: 37 % too large, relative to the coupled value. The composition of the light-hole state, which sets its response to polarised light, is also wrong.

The cure is a two-by-two matrix. I build it up from the orbitals alone, then add spin, then the coupling.

## 1. Orbitals without spin

The crystal has the diamond or zinc-blende structure. At $\mathbf k=0$ the top of its valence band consists, apart from spin, of three degenerate states $X,Y,Z$, which transform like $x,y,z$ under the tetrahedral group. A homogeneous strain $\varepsilon_{ij}$ acts on them. The basis functions are taken to deform with the lattice, so that the perturbation keeps the lattice period, and terms linear in strain are kept.

Symmetry fixes the form of the $3\times3$ matrix $H_\varepsilon$.

- Without spin, time reversal is complex conjugation. The basis is real, so $H_\varepsilon$ is real and symmetric.
- A twofold rotation about one cube axis reverses the other two coordinates. The element $H_{XX}$ is unchanged by all three such rotations, whereas each shear strain changes sign under two of them. Hence $H_{XX}$ contains diagonal strains alone.
- $H_{XY}$ is unchanged by the rotation about $z$ and reversed by those about $x$ and $y$. Among the strain components, $\varepsilon_{xy}$ alone behaves in this way.
- A fourfold rotation about $x$, combined with inversion in zinc-blende, exchanges the roles of $y$ and $z$. Inversion does not affect products of two coordinates. So $\varepsilon_{yy}$ and $\varepsilon_{zz}$ enter $H_{XX}$ with the same coefficient.

The result is

$$H_{XX}=l\,\varepsilon_{xx}+m(\varepsilon_{yy}+\varepsilon_{zz}),\qquad H_{XY}=n\,\varepsilon_{xy},$$

and the threefold axes give the other elements by cyclic exchange. Three constants remain. The usual deformation potentials are the combinations

$$a_v=\frac{l+2m}{3},\qquad b=\frac{l-m}{3},\qquad d=\frac{n}{\sqrt3},$$

so that $l=a_v+2b$ and $m=a_v-b$. Inserting these,

$$H_{XX}=a_v\,\mathrm{Tr}\,\varepsilon+b\,(3\varepsilon_{xx}-\mathrm{Tr}\,\varepsilon).\tag{1}$$

To recognise the Bir-Pikus operator, take the orbital angular momentum in units of $\hbar$, with $L_x|Y\rangle=i|Z\rangle$, $L_x|Z\rangle=-i|Y\rangle$, $L_x|X\rangle=0$, and cyclic. Then $L_x^2=1-|X\rangle\langle X|$. Also $L_xL_y|X\rangle=-iL_x|Z\rangle=-|Y\rangle$ and $L_yL_x|X\rangle=0$; treating $|Y\rangle$ and $|Z\rangle$ likewise gives $L_xL_y+L_yL_x=-|X\rangle\langle Y|-|Y\rangle\langle X|$. The matrix is therefore

$$H_\varepsilon=a_v\mathrm{Tr}\,\varepsilon-3b\sum_i\left(L_i^2-\tfrac23\right)\varepsilon_{ii}-\sqrt3\,d\sum_{i<j}(L_iL_j+L_jL_i)\varepsilon_{ij}.$$

The minus signs belong to electron energies, used throughout: a higher level is nearer the band gap.

**Biaxial strain.** Let $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$ and $\varepsilon_{zz}=\varepsilon_\perp$, with no shear. Equation (1) gives

$$H_{XX}=H_{YY}=a_v\mathrm{Tr}\,\varepsilon+b(3\varepsilon_\parallel-2\varepsilon_\parallel-\varepsilon_\perp)=P+S,$$
$$H_{ZZ}=a_v\mathrm{Tr}\,\varepsilon+b(3\varepsilon_\perp-2\varepsilon_\parallel-\varepsilon_\perp)=P-2S,$$

where

$$P=a_v(2\varepsilon_\parallel+\varepsilon_\perp),\qquad S=b(\varepsilon_\parallel-\varepsilon_\perp).\tag{2}$$

$P$ moves all three levels together and $S$ separates them. Their mean is $P$, since $2S-2S=0$.

*Limit.* For equal strain along all axes, $S=0$ and the levels stay degenerate, as cubic symmetry requires.

**The perpendicular strain.** A layer grown in registry with a thick substrate takes its in-plane strain from the substrate, and its upper surface is free. With elastic constants $C_{11}$ and $C_{12}$ the elastic energy density is

$$U=\tfrac12C_{11}(2\varepsilon_\parallel^2+\varepsilon_\perp^2)+C_{12}(\varepsilon_\parallel^2+2\varepsilon_\parallel\varepsilon_\perp).$$

The stress along $z$ vanishes, so $\partial U/\partial\varepsilon_\perp=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0$, and

$$\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel,\qquad S=b\,\varepsilon_\parallel\left(1+\frac{2C_{12}}{C_{11}}\right).\tag{3}$$

I take $b<0$. In-plane compression, $\varepsilon_\parallel<0$, then means $S>0$, and tension means $S<0$.

## 2. Spin without strain

Let $\boldsymbol\sigma$ be the Pauli matrices and $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. Write the spin-orbit energy as

$$H_{so}=\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1),\qquad \Delta>0.$$

Squaring $\mathbf J$ gives $\mathbf L\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34$. This is $1$ for $J=\tfrac32$ and $-2$ for $J=\tfrac12$. The energies are $0$ for the quartet and $-\Delta$ for the split-off doublet, so the zero of energy is the unstrained band top.

The coupled states follow from $|{\pm1}\rangle=\mp(X\pm iY)/\sqrt2$ and $|0\rangle=Z$. Start from $|\tfrac32,\tfrac32\rangle=|1\uparrow\rangle$ and apply the lowering operator:

$$\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0\uparrow\rangle+|1\downarrow\rangle.$$

Dividing by $\sqrt3$, and taking the orthogonal combination for $J=\tfrac12$,

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}|0\uparrow\rangle+\sqrt{\tfrac13}|1\downarrow\rangle,\qquad |\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}|1\downarrow\rangle-\sqrt{\tfrac13}|0\uparrow\rangle.$$

Further lowering gives the partners

$$|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac23}|0\downarrow\rangle+\sqrt{\tfrac13}|{-1}\uparrow\rangle,\qquad |\tfrac12,-\tfrac12\rangle=\sqrt{\tfrac13}|0\downarrow\rangle-\sqrt{\tfrac23}|{-1}\uparrow\rangle,$$

and $|\tfrac32,-\tfrac32\rangle=|{-1}\downarrow\rangle$.

## 3. Strain within the quartet

Since $X$ and $Y$ are degenerate, $H_\varepsilon$ is diagonal in $|{\pm1}\rangle,|0\rangle$, with energies $P+S$, $P+S$ and $P-2S$. It does not act on spin, and $H_{so}$ conserves $m_J$, so the whole Hamiltonian conserves $m_J$.

The states $m_J=\pm\tfrac32$ contain no $Z$ and have no partner with the same $m_J$. Their energy is $P+S$ whatever the value of $\Delta$. They are the heavy holes. The name refers to motion along $z$; for motion in the plane of a compressed layer this level is usually the lighter of the two. For $|\tfrac32,\tfrac12\rangle$ the mean energy relative to $P$ is

$$\tfrac23(-2S)+\tfrac13S=-S.$$

If the split-off states are ignored, the light hole lies at $P-S$ and the splitting is $2S$, odd in strain. This is the estimate from the opening. It ignores a matrix element proportional to $S$ between levels a distance $\Delta$ apart, so it needs $|S|\ll\Delta$.

## 4. The split-off coupling

For $m_J=\tfrac12$, the two missing elements of $H_\varepsilon-P$ are

$$\langle\tfrac12,\tfrac12|H_\varepsilon-P|\tfrac12,\tfrac12\rangle=\tfrac23S+\tfrac13(-2S)=0,$$
$$\langle\tfrac32,\tfrac12|H_\varepsilon-P|\tfrac12,\tfrac12\rangle=-\tfrac{\sqrt2}{3}(-2S)+\tfrac{\sqrt2}{3}S=\sqrt2\,S.$$

Adding the spin-orbit energy gives the block

$$H_{1/2}=P+\begin{pmatrix}-S&\sqrt2S\\ \sqrt2S&-\Delta\end{pmatrix}.\tag{4}$$

For $m_J=-\tfrac12$ the off-diagonal element is $\tfrac{\sqrt2}{3}(-2S)-\tfrac{\sqrt2}{3}S=-\sqrt2S$. The energies depend on its square, so each level is doubly degenerate.

With $\lambda=E-P$, the eigenvalue condition is

$$(\lambda+S)(\lambda+\Delta)-2S^2=\lambda^2+(S+\Delta)\lambda+S\Delta-2S^2=0.\tag{5}$$

Its discriminant is

$$(S+\Delta)^2-4S\Delta+8S^2=\Delta^2-2\Delta S+9S^2\equiv R^2.$$

This equals $(\Delta-S)^2+8S^2$, which is positive. The zone-centre levels are

$$\boxed{\begin{aligned}E_{hh}&=P+S,\\E_{lh}&=P+\tfrac12(-S-\Delta+R),\\E_{so}&=P+\tfrac12(-S-\Delta-R).\end{aligned}}\tag{6}$$

Here "lh" names the upper $m_J=\pm\tfrac12$ level, even when strain has changed its composition.

**Which level is on top?** Put $\lambda=S$ into the left side of (5): $2S(S+\Delta)-2S^2=2S\Delta$. This vanishes at $S=0$ alone, so the heavy and light holes do not cross again. For $S>0$ it is positive, so $S$ lies outside the interval between the two roots. It also lies above their midpoint $-(S+\Delta)/2$, so hh is on top. For $S<0$ it is negative, so hh lies between the roots and lh is on top.

*Limit of small strain.* Rewrite (5) as $\lambda=-S+2S^2/(\Delta+\lambda)$. Replacing $\lambda$ by $-S$ in the denominator causes an error of fourth order, and

$$E_{lh}-P=-S+\frac{2S^2}{\Delta}+\frac{2S^3}{\Delta^2}+O(S^4).\tag{7}$$

The quadratic term is repulsion by the split-off level. It raises lh for both signs of strain. Under compression lh lies below hh and is pushed towards it; under tension lh lies above hh and is pushed away. This is the origin of the unequal splittings.

*Limit of large strain.* Completing the square gives $R^2=(3S-\Delta/3)^2+8\Delta^2/9$, so $R\to|3S-\Delta/3|$ and

$$E_{lh}-P\to\begin{cases}S-\tfrac23\Delta,&S\gg\Delta,\\-2S-\tfrac13\Delta,&-S\gg\Delta.\end{cases}$$

Both follow from the orbitals of section 1 with spin-orbit coupling as the small term. Under strong compression the upper orbitals are $|{\pm1}\rangle$, where $\mathbf L\cdot\boldsymbol\sigma$ acts as $L_z\sigma_z$. Parallel orbital and spin moments give $S$; antiparallel ones give $S-2\Delta/3$. The hh–lh splitting therefore approaches $2\Delta/3$ instead of growing without limit. Under strong tension the upper orbital is $Z$, where the mean of $\mathbf L\cdot\boldsymbol\sigma$ is zero and $H_{so}$ leaves $-\Delta/3$.

## 5. What the light hole is made of

The weights follow from derivatives of the energy. By the Hellmann-Feynman theorem, the derivative of a level with respect to a parameter is the mean of the derivative of the Hamiltonian. In (4), $\Delta$ appears as $-\Delta$ times the projector on the split-off state. The split-off weight $w$ in lh is therefore

$$w=-\frac{\partial E_{lh}}{\partial\Delta}=\frac12\left(1-\frac{\Delta-S}{R}\right).$$

The strain part of the Hamiltonian is $P+S(1-3|Z\rangle\langle Z|)$. If $z$ is the weight of the $Z$ orbital, then

$$1-3z=\frac{\partial(E_{lh}-P)}{\partial S}=\frac12\left(-1+\frac{9S-\Delta}{R}\right),\qquad z=\frac12-\frac{9S-\Delta}{6R}.\tag{8}$$

*Limits.* At $S=0$, $z=\tfrac12+\tfrac16=\tfrac23$, as in $|\tfrac32,\tfrac12\rangle$. For $S\gg\Delta$, $z\to0$, and for $-S\gg\Delta$, $z\to1$, in agreement with the orbitals found above.

For small strain, differentiating (7) gives $z\approx\tfrac23-\tfrac43S/\Delta$, while $w\approx2S^2/\Delta^2$. The orbital content changes in first order and the split-off weight in second order, so a small $w$ does not mean an unchanged state.

This matters for optical transitions to an $s$-like conduction state at $\mathbf k=0$. Light polarised along $z$ couples that state to $Z$, and light along $x$ couples it to $X$. The lh strengths for these polarisations stand in the ratio $z:(1-z)/2$. The heavy hole has no $Z$ part and gives no strength along $z$.

**A lowest light-hole energy.** Relative to $P$, lh first falls under compression and later rises. The turning point has $z=\tfrac13$, or $R=9S-\Delta$. Squaring,

$$81S^2-18S\Delta+\Delta^2=9S^2-2S\Delta+\Delta^2\quad\Rightarrow\quad 72S^2=16S\Delta.$$

The root $S=0$ is excluded because it makes $9S-\Delta$ negative. At $S=2\Delta/9$ one has $R=\Delta$ and $E_{lh}-P=-\Delta/9$. Within this model, biaxial compression cannot push the light hole further than $\Delta/9$ below the mean shift $P$.

## 6. Numbers

The parameters are round model values: $a_v=1$ eV, $b=-2$ eV, $\Delta=300$ meV, $C_{11}=100$ GPa, $C_{12}=40$ GPa.

**Compression, $\varepsilon_\parallel=-1$ %.** Equation (3) gives $\varepsilon_\perp=+0.8$ %. From (2),

$$P=1\,\text{eV}\times(-0.020+0.008)=-12\ \text{meV},$$
$$S=-2\,\text{eV}\times(-0.010-0.008)=+36\ \text{meV}.$$

In meV, $R=\sqrt{90000-21600+11664}=283.0$. Hence

$$E_{hh}=-12+36=24.0,\qquad E_{lh}=-12+\tfrac12(-336+283.0)=-38.5,$$

and $E_{so}=-321.5$. The splitting $E_{hh}-E_{lh}$ is 62.5 meV, or 15.1 THz.

**Tension, $\varepsilon_\parallel=+1$ %.** Now $P=+12$ meV and $S=-36$ meV. The cross term in $R$ changes sign, so $R=\sqrt{90000+21600+11664}=351.1$ meV. The levels are $E_{hh}=-24.0$, $E_{lh}=55.5$ and $E_{so}=-295.5$ meV. The light hole is on top by 79.5 meV, or 19.2 THz.

Without the coupling, lh would lie at $-48$ and $+48$ meV. The second-order term of (7), $2S^2/\Delta=8.6$ meV, brings these to $-39.4$ and $56.6$ meV, about 1 meV from the full results.

The split-off weight in lh is 3.35 % under compression and 2.15 % under tension. The $Z$ weight nevertheless moves from $\tfrac23$ to 0.49 and 0.80. The ratio of lh strength along $z$ to that along $x$, which is 4 without strain, becomes about 1.9 and 7.8.

Other strains, with energies in meV:

| $\varepsilon_\parallel$ | $E_{hh}$ | $E_{lh}$ | $E_{hh}-E_{lh}$ |
|---|---|---|---|
| −2 % | 48.0 | −57.1 | 105.1 |
| −0.5 % | 12.0 | −21.7 | 33.7 |
| +0.5 % | −12.0 | 26.0 | −38.0 |
| +2 % | −48.0 | 122.0 | −170.0 |

The asymmetry grows with strain. At −2 % the splitting is about half its limiting value of 200 meV. The lowest lh energy relative to $P$, $-33.3$ meV, occurs at $\varepsilon_\parallel=-1.85$ %. The energy $E_{lh}$ itself is still lower at −2 % than at −1 %, mainly because $P$ falls by 12 meV between them.

Numerical diagonalisation of the six-band matrix for random strains and parameters reproduces the levels (6), their order and the weights. The numerical output gives further digits.

## 7. Where the result stops

Equation (6) is exact for the six-state Hamiltonian used here, not for a crystal. It leaves out terms quadratic in strain, strain-dependent spin-orbit terms (a change of $\Delta$, and anisotropic terms such as $3L_z\sigma_z-\mathbf L\cdot\boldsymbol\sigma$, which would alter the ratio of the lh–so coupling to the quartet shift), and strain coupling to other bands. The last omission requires those bands to lie far away compared with the coupling to them. Whether the large-strain limits are reached depends on $\Delta$. For $\Delta=300$ meV a real layer would leave the linear regime, or relax, first. For small $\Delta$ they are close at ordinary strains: with silicon-like values $\Delta=44$ meV, $b=-2.1$ eV and $C_{12}/C_{11}=0.39$, a strain of 1 % gives $|S|/\Delta=0.85$, a splitting under compression of 86 % of $2\Delta/3$, and $Z$ weights of about 0.04 under compression and 0.97 under tension.

The geometry matters too. A shear $\varepsilon_{xy}$ adds $\sqrt3\,d\,\varepsilon_{xy}$ between $X$ and $Y$. This mixes $|1\rangle$ with $|{-1}\rangle$, so $m_J$ is no longer conserved and the heavy hole no longer stands alone. In a quantum well, confinement adds its own energies and couplings, and these must be added to the matrix (4), not to the levels (6). For motion along $z$ with Luttinger parameters $\gamma_1,\gamma_2$, the kinetic term replaces $P$ by $P-\gamma_1\hbar^2k_z^2/2m_0$ and $S$ by $S+2\gamma_2\hbar^2k_z^2/2m_0$. With $\gamma_1=6.98$, $\gamma_2=2.06$, an infinite well 10 nm wide and $-1$ % strain, the lh level lies at $-70$ meV, whereas subtracting $(\gamma_1+2\gamma_2)\hbar^2k_z^2/2m_0$ from $E_{lh}$ gives $-80$ meV.

## Computed results

```
independent strain constants: 3
a_v = 1.0 eV, b = -2.0 eV, Delta = 300 meV
C11 = 100 GPa, C12 = 40 GPa
--- in-plane strain -1.0 %
perpendicular strain = +0.80 %
trace of strain = -1.20 %
P = -12.00 meV, S = +36.00 meV
R = 282.96 meV
E_hh = +24.00 meV
E_lh = -38.52 meV
E_so = -321.48 meV
E_lh - P = -26.52 meV
E_lh without coupling = -48.00 meV
E_lh to second order = -39.36 meV
E_hh - E_lh = +62.52 meV = +15.12 THz
E_hh - E_lh without coupling = +72.00 meV
split-off weight in lh = 0.0335
Z-orbital weight in lh = 0.4859
--- in-plane strain +1.0 %
perpendicular strain = -0.80 %
trace of strain = +1.20 %
P = +12.00 meV, S = -36.00 meV
R = 351.09 meV
E_hh = -24.00 meV
E_lh = +55.54 meV
E_so = -295.54 meV
E_lh - P = +43.54 meV
E_lh without coupling = +48.00 meV
E_lh to second order = +56.64 meV
E_hh - E_lh = -79.54 meV = -19.23 THz
E_hh - E_lh without coupling = -72.00 meV
split-off weight in lh = 0.0215
Z-orbital weight in lh = 0.7962
--- table: strain %, S, E_hh, E_lh, E_so, E_hh-E_lh (meV)
-2.0 +72.00 +48.00 -57.15 -362.85 +105.15
-0.5 +18.00 +12.00 -21.72 -308.28 +33.72
+0.5 -18.00 -12.00 +26.02 -296.02 -38.02
+2.0 -72.00 -48.00 +122.05 -302.05 -170.05
--- lowest lh energy relative to P
S = 66.67 meV, in-plane strain = -1.85 %
E_lh - P = -33.33 meV
Z-orbital weight there = 0.3333
saturated hh-lh splitting, 2*Delta/3 = 200.0 meV
```
